\section*{Density of states and linear specific heat of the relativistic electron gas}

\section{The problem}

A uniform gas of non-interacting electrons has density $n$. Each electron obeys the free Dirac equation. Hartree atomic units are used, so $\hbar=m=e=1$ and the speed of light is $c\approx137.04$. Define
\begin{equation}
k_F=(3\pi^2n)^{1/3},\qquad \beta=\frac{k_F}{c},\qquad \eta=\sqrt{1+\beta^2}.
\end{equation}
Let $\varepsilon$ be the kinetic energy, that is, the energy without the rest energy $c^2$, and let $\varepsilon_F$ be its value at $k_F$. The density of states $g(\varepsilon)$ counts states per unit volume and unit energy, with both spins included.

(a) Find $g(\varepsilon_F)$ in terms of $k_F$ and $\eta$.

(b) At low temperature the heat capacity per volume at fixed density is $c_V=\gamma T$. By what factor does $\gamma$ differ from its value in a Schr\"odinger gas of the same density?

\section{A tempting solution}

In the Schr\"odinger gas the number of states per volume below energy $\varepsilon$ is proportional to $\varepsilon^{3/2}$. Differentiating gives the familiar relation
\begin{equation}
g(\varepsilon_F)=\frac{3n}{2\varepsilon_F}.
\label{eq:tempting}
\end{equation}
Relativity changes the Fermi energy, so one inserts the relativistic value. The energy including rest energy is $E=\sqrt{c^4+c^2k^2}$, which equals $c^2\eta$ at $k_F$. Since $k_F^2=c^2\beta^2=c^2(\eta^2-1)$,
\begin{equation}
\varepsilon_F=c^2(\eta-1)=\frac{c^2(\eta-1)(\eta+1)}{\eta+1}=\frac{k_F^2}{\eta+1}.
\label{eq:eF}
\end{equation}
With $n=k_F^3/(3\pi^2)$, equation (\ref{eq:tempting}) becomes
\begin{equation}
g(\varepsilon_F)\overset{?}{=}\frac{k_F^3}{2\pi^2}\,\frac{\eta+1}{k_F^2}
=\frac{k_F}{\pi^2}\,\frac{\eta+1}{2}.
\end{equation}
The specific heat would then grow by the factor $(\eta+1)/2$. This tends to 1 at low density and increases with density, so it looks reasonable.

\section{Where it fails}

The Fermi energy (\ref{eq:eF}) is correct. The fault lies in equation (\ref{eq:tempting}), which is a consequence of the power law $\varepsilon^{3/2}$, and that law needs $\varepsilon\propto k^2$. The Dirac dispersion is not a pure power of $k$.

The extreme case exposes the error. For $k\gg c$ the ratio of $\varepsilon$ to $ck$ tends to 1. To leading order the number of states, proportional to $k^3$, is then proportional to $\varepsilon^3$, and its derivative is $3n/\varepsilon_F$. This is twice the value given by (\ref{eq:tempting}). Inserting a corrected energy into the old relation leaves the old exponent in place. The derivative must be taken with the relativistic dispersion itself.

\section{The density of states}

\subsection*{Energies and their degeneracy}

The free Dirac Hamiltonian for wave vector $\mathbf{k}$ is the $4\times4$ matrix $H=c\,\boldsymbol{\alpha}\cdot\mathbf{k}+\beta_D c^2$. The four matrices $\alpha_x,\alpha_y,\alpha_z,\beta_D$ anticommute with one another and each has square 1. In $H^2$ the cross terms therefore cancel:
\begin{equation}
H^2=c^2k^2+c^4 .
\end{equation}
The eigenvalues are $\pm E$ with $E=\sqrt{c^4+c^2k^2}$. Since $H$ has zero trace, two of the four are $+E$ and two are $-E$. There are thus two electron states per wave vector, as in the Schr\"odinger gas. Subtracting the constant $c^2$ from $E$ moves the zero of energy and does not affect $g$.

\subsection*{Counting and differentiating}

In a periodic cube of volume $V$, each allowed wave vector occupies the volume $(2\pi)^3/V$ in $k$-space. The number of states per volume with wave number below $k$ is
\begin{equation}
N(k)=2\,\frac{4\pi k^3/3}{(2\pi)^3}=\frac{k^3}{3\pi^2}.
\end{equation}
The dispersion does not enter here. Filling the lowest states up to density $n$ gives the same $k_F$ in both theories. The dispersion enters when the count is referred to energy:
\begin{equation}
g(\varepsilon)=\frac{dN/dk}{d\varepsilon/dk}=\frac{k^2}{\pi^2}\,\frac{1}{d\varepsilon/dk}.
\label{eq:gdef}
\end{equation}
Differentiating $E^2=c^4+c^2k^2$ gives $2E\,dE/dk=2c^2k$, so
\begin{equation}
\frac{d\varepsilon}{dk}=\frac{dE}{dk}=\frac{c^2k}{E},
\qquad
v_F=\frac{c^2k_F}{c^2\eta}=\frac{k_F}{\eta}.
\label{eq:speed}
\end{equation}
This is the group velocity at the Fermi surface. Inserting it in (\ref{eq:gdef}) answers part (a):
\begin{equation}
g(\varepsilon_F)=\frac{k_F^2}{\pi^2}\,\frac{\eta}{k_F}=\frac{k_F\,\eta}{\pi^2}.
\label{eq:g}
\end{equation}
The Schr\"odinger gas has $v_F=k_F$ and hence $g=k_F/\pi^2$. At the same density, the relativistic electrons at the Fermi surface are slower by the factor $1/\eta$. A given energy interval then covers a thicker shell in $k$-space and contains more states.

The tempting result is too small by the factor $(\eta+1)/(2\eta)$. For small $\beta$, $\eta\approx1+\beta^2/2$, so it yields an increase of $\beta^2/4$ in place of $\beta^2/2$: half the leading correction is lost. For large $\beta$ it yields half of the whole density of states.

One may write (\ref{eq:g}) as $m^*k_F/\pi^2$ with $m^*=k_F/v_F=\eta$. This mass is defined by the speed. The curvature of the dispersion along $\mathbf{k}$ gives a different quantity,
\begin{equation}
\frac{d^2\varepsilon}{dk^2}=\frac{c^2}{E}-\frac{c^4k^2}{E^3}
=\frac{c^2(E^2-c^2k^2)}{E^3}=\frac{c^6}{E^3},
\end{equation}
which is $1/\eta^3$ at $k_F$. A mass taken from this curvature would be $\eta^3$ and would give the wrong density of states. Perpendicular to $\mathbf{k}$ the curvature is $(1/k)\,d\varepsilon/dk$, which equals $1/\eta$ at $k_F$ and gives the mass $\eta$ again.

\section{The specific heat}

\subsection*{Heat capacity at fixed density}

Let $f=1/(e^x+1)$ with $x=(\varepsilon-\mu)/(k_BT)$, where $\mu$ is the chemical potential without rest energy. The density and energy density are $n=\int g f\,d\varepsilon$ and $u=\int\varepsilon g f\,d\varepsilon$. At fixed density $dn/dT=0$, so $\mu\,dn/dT$ may be subtracted from $du/dT$:
\begin{equation}
c_V=\int(\varepsilon-\mu)\,g(\varepsilon)\,\frac{df}{dT}\,d\varepsilon .
\label{eq:cv}
\end{equation}
Both the explicit $T$ and $\mu(T)$ contribute to $df/dT$. Since $dx/dT=-(\varepsilon-\mu)/(k_BT^2)-(d\mu/dT)/(k_BT)$ and $\partial f/\partial\varepsilon=(df/dx)/(k_BT)$,
\begin{equation}
\frac{df}{dT}=\left(-\frac{\partial f}{\partial\varepsilon}\right)
\left[\frac{\varepsilon-\mu}{T}+\frac{d\mu}{dT}\right].
\label{eq:dfdT}
\end{equation}
The factor $-\partial f/\partial\varepsilon$ is a peak of width of order $k_BT$, even about $\mu$. For $k_BT\ll\varepsilon_F$ the lower limit of the integral can be moved to $-\infty$ with an exponentially small error, and $g$ can be expanded as $g(\mu)+(\varepsilon-\mu)g'(\mu)+\dots$. Terms odd in $\varepsilon-\mu$ integrate to zero.

\subsection*{The thermal integral}

The leading term needs
\begin{equation}
J=\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}\,dx
=2\int_0^\infty x^2\,\frac{e^{-x}}{(1+e^{-x})^2}\,dx .
\end{equation}
For $x>0$ the fraction is the series $e^{-x}-2e^{-2x}+3e^{-3x}-\dots$, the derivative of a geometric series. With $\int_0^\infty x^2e^{-mx}dx=2/m^3$,
\begin{equation}
J=4\left(1-\frac14+\frac19-\dots\right)
=4\left(\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}\right)=\frac{\pi^2}{3}.
\end{equation}
The middle step takes the sum of all $1/m^2$, which is $\pi^2/6$, and subtracts the even terms twice.

\subsection*{The drift of the chemical potential}

Inserting (\ref{eq:dfdT}) in $dn/dT=\int g\,(df/dT)\,d\varepsilon=0$ gives, to leading order,
\begin{equation}
\frac{g'}{T}(k_BT)^2J+g\,\frac{d\mu}{dT}=0
\quad\Rightarrow\quad
\mu-\varepsilon_F=-\frac{\pi^2}{6}(k_BT)^2\frac{g'}{g},
\label{eq:mu}
\end{equation}
where the second form follows by integration from $T=0$. From (\ref{eq:gdef}) and (\ref{eq:speed}), $g=kE/(\pi^2c^2)$. Its logarithmic derivative at $k_F$ is
\begin{equation}
\frac{g'}{g}=\frac{1}{k}\frac{dk}{d\varepsilon}+\frac1E
=\frac{\eta}{k_F^2}+\frac{1}{c^2\eta}
=\frac{\eta^2+\beta^2}{\eta k_F^2}
=\frac{1+2\beta^2}{\eta k_F^2}.
\end{equation}
In (\ref{eq:cv}) the drift contributes $(d\mu/dT)\,g'(k_BT)^2J$. Since $d\mu/dT$ is proportional to $T$, this is of order $T^3$. Replacing $g(\mu)$ by $g(\varepsilon_F)$ in the leading term also costs a correction of order $T^3$. The second-order term $\tfrac12 g''(\varepsilon-\mu)^2$ of the expansion multiplies $(\varepsilon-\mu)^2/T$ and gives a contribution proportional to $(k_BT)^4/T$, again of order $T^3$.

\subsection*{Result}

What remains of (\ref{eq:cv}) is
\begin{equation}
c_V=\frac{g(\varepsilon_F)}{T}(k_BT)^2J+O(T^3),
\qquad
\gamma=\frac{\pi^2}{3}k_B^2\,g(\varepsilon_F)=\frac{k_B^2k_F\,\eta}{3}.
\label{eq:gamma}
\end{equation}
The Schr\"odinger value is $k_B^2k_F/3$, so the factor asked for in part (b) is $\eta$. Roughly $g\,k_BT$ electrons per volume can be excited, and each gains an energy of order $k_BT$; relativity raises the number of electrons that take part. For $\beta\gg1$, $\eta\approx k_F/c$ and $\gamma\approx k_B^2k_F^2/(3c)$. The coefficient then grows as $n^{2/3}$, compared with $n^{1/3}$ at low density.

\section{Equal density or equal Fermi energy}

The factor $\eta$ belongs to a comparison at equal density. If the two gases have equal kinetic Fermi energy instead, the Schr\"odinger gas has wave number
\begin{equation}
k_S=\sqrt{2\varepsilon_F}=k_F\sqrt{\frac{2}{\eta+1}},
\end{equation}
by (\ref{eq:eF}). The ratio of the densities of states is
\begin{equation}
\frac{k_F\,\eta/\pi^2}{k_S/\pi^2}=\eta\sqrt{\frac{\eta+1}{2}} .
\end{equation}
The additional factor appears because the relativistic gas is now also the denser one.

\section{A numerical case}

Take a model gas in which the sphere containing one electron has radius $r_s=0.01$ bohr, at $T=10^7$ K. Then $k_F=191.92\ \mathrm{bohr}^{-1}$ and
\begin{equation}
\beta=\frac{191.92}{137.04}=1.4005,\qquad
\eta=\sqrt{1+1.4005^2}=1.7209 .
\end{equation}
The Fermi speed is $191.92/1.7209=111.5$ atomic units, or $0.814\,c$. The Schr\"odinger value, equal to $k_F$, would exceed $c$. The density of states is
\begin{equation}
g(\varepsilon_F)=\frac{191.92\times1.7209}{\pi^2}=33.46\ \mathrm{hartree^{-1}\,bohr^{-3}},
\end{equation}
against 19.45 in the Schr\"odinger gas. The tempting formula gives $19.445\times2.7209/2=26.45$ in the same unit. A direct count of plane waves in a finite periodic box, within a narrow energy window around $\varepsilon_F$, gives 33.47. That value is for a box in which $k_F$ spans 150 lattice spacings and a window of half-width $0.02\,k_Fv_F$. Its last digit is not converged: with 100 to 300 spacings and half-widths from $0.01$ to $0.04\,k_Fv_F$ the count scatters between 33.41 and 33.50, within $2\times10^{-3}$ of (\ref{eq:g}). This is ample to rule out the tempting value.

The thermal energy is $k_BT=31.67$ hartree and $\varepsilon_F=13537$ hartree. Their ratio is 0.0023, so the low-temperature expansion applies. Dividing $c_V$ by $nk_B$, with $n=k_F^3/(3\pi^2)$, gives the heat capacity per electron:
\begin{equation}
\frac{c_V}{nk_B}=\frac{\pi^2k_BT\,\eta}{k_F^2}
=\frac{9.870\times31.67\times1.7209}{191.92^2}=0.01460 .
\end{equation}
Fermi--Dirac integrals with $\mu$ adjusted to hold the density fixed also give 0.01460, and 0.00849 for the Schr\"odinger gas. Their ratio is 1.7208. The coefficient itself is $\gamma=1.104\times10^{-9}\ \mathrm{hartree\,bohr^{-3}\,K^{-2}}$, or $3.248\times10^{4}\ \mathrm{J\,m^{-3}\,K^{-2}}$. When the temperature is doubled from $1.35\times10^7$ K, the relative deviation of $c_V$ from the linear law grows by a factor 4.00, as a correction of order $T^3$ to $c_V$ requires. The deviation at the lower temperature is $-2.73\times10^{-5}$; the two deviations listed in the output are about 1\% larger in magnitude because of the finite temperature step in the derivative, which leaves their ratio unchanged.

The size of the effect depends strongly on density:
\begin{center}
\begin{tabular}{ccc}
$r_s$ (bohr) & $\beta$ & $\eta$\\
2 & 0.0070 & 1.0000245\\
0.1 & 0.1400 & 1.00976\\
0.01 & 1.4005 & 1.7209\\
0.001 & 14.005 & 14.040
\end{tabular}
\end{center}
The value $r_s=2$ bohr is typical of the valence electrons in a dense simple metal. There the factor changes $\gamma$ by about 2 parts in $10^5$. The model contains no nuclei, so it says nothing about how relativity alters the bands of a heavy metal.

\section{Conditions}

The linear law needs $k_BT\ll\varepsilon_F$. Positrons have also been neglected. Creating one leaves an empty negative-energy state, whose probability is at most about $\exp[-(c^2\eta+c^2)/(k_BT)]$. In the numerical case the exponent is $-1613$, so the neglect is safe. Coulomb interaction between the electrons, including exchange and correlation, is absent. So is their magnetic (current--current) interaction, which is no longer small beside the Coulomb one when $v_F$ approaches $c$, and so is the heat capacity of the ions. The factor $\eta$ is therefore a property of the free gas, and an interacting gas can have a different ratio. Further values are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
speed of light c = 137.0360 a.u.
Boltzmann constant kB = 3.166812e-06 hartree/K
rs = 0.01 bohr, T = 1.0e+07 K
density n = 2.38732e+05 bohr^-3
kF = 191.9158 bohr^-1
beta = 1.40048, eta = 1.72085 (no unit)
kinetic Fermi energy eF = 13536.81 hartree
kB T = 31.6681 hartree, kB T/eF = 0.00234
positron exponent (EF+c^2)/(kB T) = 1613.4
Fermi speed kF/eta = 111.5236 a.u., from Dirac matrix 111.5236
Fermi speed over c = 0.81383
positive-energy states per k = 2
g relativistic = 33.46224 hartree^-1 bohr^-3
g Schroedinger = 19.44514 hartree^-1 bohr^-3
g from box count = 33.47053 hartree^-1 bohr^-3
plane waves in the window = 1696880
thermal integral = 3.28986813, pi^2/3 = 3.28986813
gamma relativistic = 1.10402e-09 hartree bohr^-3 K^-2
gamma Schroedinger = 6.41555e-10 hartree bohr^-3 K^-2
gamma relativistic = 3.24815e+04 J m^-3 K^-2
gamma Schroedinger = 1.88752e+04 J m^-3 K^-2
c_V/(n kB), linear law = 0.0146031
c_V/(n kB), full integrals = 0.0146029
c_V/(n kB), Schroedinger integrals = 0.0084859
c_V ratio from full integrals = 1.72084
mu - eF, full integrals = -0.128124 hartree
mu - eF, leading formula = -0.128123 hartree
relative deviations at T1 and 2*T1 = -2.7544e-05, -1.1019e-04
T1 = 1.3517e+07 K, deviation ratio = 4.0003
g ratio at equal eF = 2.00716
rs/bohr   beta        eta         c_V ratio from integrals
2          0.007002    1.0000245    1.0000245
0.1        0.140048    1.0097591    1.0097590
0.01       1.400477    1.7208536    1.7208487
0.001     14.004775   14.0404314   14.0403482
\end{verbatim}
